# Interaction of two scatterers in an electron gas

**Setting.** Two fixed scatterers stand a distance \(R\) apart in a gas of non-interacting electrons at zero temperature. The potentials \(V_1\) and \(V_2\) are frozen: they do not change when the scatterers are moved. The electrons have two spin states and the Fermi energy is \(E_F=k_F^2\). Rydberg atomic units are used, so \(H_0=-\nabla^2\), \(E=k^2\), lengths are in bohr and energies in Ry. The free and full Green functions are \(G_0=(E+i0-H_0)^{-1}\) and \(G=(E+i0-H_0-V)^{-1}\). The interaction energy is defined from grand potentials at fixed \(E_F\),

\[
E_{\rm int}=\Omega_{12}-\Omega_1-\Omega_2+\Omega_0 ,
\]

where the subscripts say which scatterers are present.

## Part (a): the energy integral

**Question.** Express the change in the number of states below \(E\) through a determinant. Isolate the factor that depends on \(R\), and write \(E_{\rm int}\) as an energy integral.

**Answer.** The density of states per spin is \(-(1/\pi)\,{\rm Im\,Tr}\,G\), so we need \({\rm Tr}(G-G_0)\). From \(dG_0/dE=-G_0^2\),

\[
\frac{d}{dE}\ln\det(1-G_0V)={\rm Tr}\left[(1-G_0V)^{-1}G_0^2V\right].
\]

The Dyson equation \(G=G_0+G_0VG\) gives \((1-G_0V)^{-1}G_0=G\). The right-hand side is therefore \({\rm Tr}[GG_0V]={\rm Tr}[G_0VG]={\rm Tr}(G-G_0)\), where the trace was permuted cyclically. Integrating upward from below the spectrum, where there are no states and the determinant is real and positive, gives the Lloyd formula

\[
\Delta N(E)=-\frac1\pi\,{\rm Im}\ln\det(1-G_0V)\quad\text{per spin}.
\]

Now put \(V=V_1+V_2\) and define \(T_i=V_i(1-G_0V_i)^{-1}\). Since

\[
1-G_0V_1-G_0V_2=(1-G_0V_1)(1-G_0V_2)-G_0V_1G_0V_2 ,
\]

we can take \((1-G_0V_1)\) out on the left and \((1-G_0V_2)\) out on the right:

\[
1-G_0V=(1-G_0V_1)\,\left[1-G_0T_1G_0T_2\right]\,(1-G_0V_2).
\]

Here \((1-G_0V_1)^{-1}G_0V_1=G_0T_1\) was used. The outer factors give the state counts of the single scatterers and do not depend on \(R\). The middle factor is

\[
D=\det(1-t_1\,g\,t_2\,g),
\]

where \(\det(1+AB)=\det(1+BA)\) moved the first \(G_0\) to the end. Since \(T_i\) acts only within the region of \(V_i\), the determinant can be restricted to these regions: \(t_i\) is \(T_i\) on its region, and \(g\) is the part of \(G_0\) that carries the electron from one region to the other.

At zero temperature \(\Omega=2\int^{E_F}(E-E_F)\,n(E)\,dE\), with \(n=dN/dE\). Integration by parts gives \(\Omega=-2\int^{E_F}N\,dE\), because the boundary term vanishes at both ends. In \(E_{\rm int}\) the single-site parts cancel, and

\[
E_{\rm int}(R)=\frac2\pi\int^{E_F}{\rm Im}\ln D(E)\,dE .
\]

The minus sign of \(\Omega=-2\int N\,dE\) has cancelled that of the Lloyd formula.

At fixed electron number the result is the same for a large system. The energy is \(\Omega+\mu N\), which is stationary in \(\mu\) because \(\partial\Omega/\partial\mu=-N\). The shift of \(\mu\) is inversely proportional to the volume, so its second-order effect, volume times shift squared, vanishes for infinite volume.

The determinant formula was tested on a finite lattice with two impurities: direct diagonalization and the determinant both give \(-0.003252856\) hopping units for one spin.

## Part (b): two s-wave scatterers

**Question.** Each scatterer acts on s waves alone, with phase shift \(\delta_i\). Find \(D\). Then take the zero-range model with scattering lengths \(a_i<0\), for which \(k\cot\delta_i=-1/a_i\), and say when the energy integral may start at \(E=0\).

**Answer.** The solution of \((\nabla^2+k^2)G_0=\delta(\mathbf r)\) with outgoing waves is \(G_0=-e^{ikr}/(4\pi r)\). A wave \(\varphi\) that meets a point scatterer of strength \(t\) becomes

\[
\psi=\varphi+G_0\,t\,\varphi(0)=\varphi-\frac{t}{4\pi}\frac{e^{ikr}}{r}\varphi(0).
\]

The scattering amplitude is thus \(f=-t/4\pi\), and for s waves \(f=e^{i\delta}\sin\delta/k\). With \(g=-e^{ikR}/(4\pi R)\) the factors of \(4\pi\) cancel:

\[
D=1-f_1f_2\,\frac{e^{2ikR}}{R^2}.
\]

The exponent \(2kR\) belongs to a round trip between the sites. The result is derived here for point scatterers; for scatterers of finite range it requires \(R\) large enough that their regions do not overlap, since overlapping tails change \(D\).

In the zero-range model

\[
f=\frac{1}{k\cot\delta-ik}=-\frac{a}{1+ika},\qquad \tan\delta=-ka .
\]

Negative energies correspond to \(k=iq\) with \(q>0\). There \(f_i=|a_i|/(1+q|a_i|)\) is real, finite and at most \(|a_i|\), so neither scatterer alone has a bound state. If \(R^2>a_1a_2\), which for equal scatterers means \(R>|a|\), then

\[
D(iq)=1-f_1f_2e^{-2qR}/R^2>0 ,
\]

and the pair has none either. Then \({\rm Im}\ln D=0\) for \(E<0\), and the integral starts at \(E=0\). This condition is assumed from here on.

For \(R^2<a_1a_2\) the situation changes. At \(q=0\) we have \(D=1-a_1a_2/R^2<0\), while \(D\to1\) for large \(q\). There is a zero between, which is a bound state of the pair, and the integral must then start below it.

## Part (c): the Friedel sum

**Question.** Relate \({\rm Im}\ln D\) to the eigenphases \(\eta\) of the pair's S matrix, and give the number of electrons displaced by the interaction.

**Answer.** Let \(s_i\) be the strength of the outgoing wave from site \(i\). It equals \(f_i\) times the incident wave there plus the wave from the other site, so

\[
M\begin{pmatrix}s_1\\s_2\end{pmatrix}=\begin{pmatrix}\varphi_1\\\varphi_2\end{pmatrix},\qquad
M=\begin{pmatrix}1/f_1&-e^{ikR}/R\\-e^{ikR}/R&1/f_2\end{pmatrix},\qquad
\det M=\frac{D}{f_1f_2}.
\]

For incident direction \(\mathbf n'\) and outgoing direction \(\mathbf n\),

\[
S(\mathbf n,\mathbf n')=\delta(\mathbf n,\mathbf n')+\frac{ik}{2\pi}\sum_{ij}e^{-ik\mathbf n\cdot\mathbf R_i}(M^{-1})_{ij}\,e^{ik\mathbf n'\cdot\mathbf R_j}.
\]

The identity \(\det(1+AB)=\det(1+BA)\) reduces \(\det S\) to a two-by-two determinant, \(\det(1+M^{-1}K)\). The matrix \(K\) contains the angular integrals

\[
K_{ij}=\frac{ik}{2\pi}\int d\Omega\,e^{ik\mathbf n\cdot(\mathbf R_j-\mathbf R_i)} .
\]

Its diagonal elements are \(2ik\) and its off-diagonal ones \(2i\sin(kR)/R\). Since \(1/f_i=k\cot\delta_i-ik\), these are the elements of \(M^*-M\). Hence

\[
\det S=\det\left[M^{-1}(M+M^*-M)\right]=\frac{\det M^*}{\det M}.
\]

The phase of the left side is \(2\sum\eta\). That of the right side is \(-2\arg\det M=-2\,{\rm Im}\ln D+2(\delta_1+\delta_2)\). With all phases continued from zero at \(k=0\),

\[
-{\rm Im}\ln D=\sum\eta-\delta_1-\delta_2 .
\]

By part (a), the number of electrons displaced by the interaction, for both spins, is

\[
\Delta N_{\rm int}=-\frac2\pi{\rm Im}\ln D(E_F)=\frac2\pi\left(\sum\eta-\delta_1-\delta_2\right)_{k_F}.
\]

It is the Friedel sum of the pair less the Friedel sums of the separate scatterers.

## Part (d): which energies matter

**Question.** The integrand oscillates over the whole band. Turn the path of integration so that it decays, and decide whether the band bottom contributes.

**Answer.** With \(dE=2k\,dk\), the path runs from \(k=0\) to \(k_F\). Consider \(k=x+iq\) with \(x,q\ge0\). For \(a<0\),

\[
|1+ika|=\left|1+q|a|-ix|a|\right|\ge1,\qquad\text{so}\quad |f|\le|a| .
\]

Therefore \(|D-1|\le|a_1a_2|/R^2<1\) in this whole quadrant, and the principal logarithm \(\ln D\) is analytic there. The path may be replaced by three pieces: up the imaginary axis, across at large \(q\), and down the line \({\rm Re}\,k=k_F\).

The crossing vanishes because of \(e^{-2qR}\). On the imaginary axis \(\ln D\) is real, and so is \(2k\,dk=-2q\,dq\), so this piece has no imaginary part. The band bottom contributes nothing. On the last piece \(k=k_F+iq\), and \(dk=i\,dq\) with \(q\) running from \(\infty\) to \(0\), which gives

\[
E_{\rm int}=-\frac2\pi\,{\rm Re}\int_0^\infty 2(k_F+iq)\,\ln D(k_F+iq)\,dq .
\]

The factor \(e^{-2qR}\) limits \(q\) to about \(1/(2R)\). At large \(R\) the interaction is thus set by the scattering at the Fermi edge.

## Part (e): the tail

**Question.** Find the leading term of \(E_{\rm int}\) at large \(R\) and the first correction.

**Answer.** Expand \(\ln D=-w-w^2/2-\dots\) with \(w=f_1f_2e^{2ikR}/R^2\), and let \(A(k)=2kf_1f_2\). The first-order part is

\[
E_{\rm int}\simeq-\frac{2}{\pi R^2}\,{\rm Im}\int_{k_F+i\infty}^{k_F}A(k)\,e^{2ikR}\,dk .
\]

Two integrations by parts, with vanishing boundary terms at \(i\infty\), give

\[
\int_{k_F+i\infty}^{k_F}A\,e^{2ikR}dk=e^{2ik_FR}\left[\frac{A}{2iR}+\frac{A'}{4R^2}\right]_{k_F}+O(R^{-3}).
\]

The second sign is plus because \(-1/(2iR)^2=+1/(4R^2)\). The \(w^2\) term has the prefactor \(R^{-4}\) and gains another \(1/R\) from its own integration, so repeated round trips first enter at \(R^{-5}\).

*Leading term.* At the Fermi edge \(A=2\sin\delta_1\sin\delta_2\,e^{i(\delta_1+\delta_2)}/k_F\). Since \({\rm Im}(e^{i\theta}/i)=-\cos\theta\), the two minus signs cancel:

\[
E_{\rm int}\to\frac{2}{\pi k_F}\,\sin\delta_1\sin\delta_2\,\frac{\cos(2k_FR+\delta_1+\delta_2)}{R^3}.
\]

The phase shifts are those at \(k_F\). The derivation of this term used the zero-range form to turn the path; the edge value itself contains just the amplitudes at \(k_F\).

*Correction.* From \(f=-a/(1+ika)\) we get \(f'=ia^2/(1+ika)^2=if^2\). Hence \(A'=2f_1f_2[1+ik(f_1+f_2)]\), and the next term is

\[
-\frac{1}{\pi R^4}\,{\rm Im}\left\{e^{2ik_FR}f_1f_2\left[1+ik_F(f_1+f_2)\right]\right\}.
\]

For equal scatterers the bracket is \(1+2ie^{i\delta}\sin\delta=e^{2i\delta}\), so the term becomes

\[
-\frac{\sin^2\delta}{\pi k_F^2}\,\frac{\sin(2k_FR+4\delta)}{R^4}.
\]

Its amplitude is \(1/(2k_FR)\) times that of the leading term. This ratio belongs to the zero-range model: \(A'\) contains \(d\delta/dk\), so a scatterer of finite range with the same \(\delta(k_F)\) has the same leading term but a different correction. In the zero-range model the leading law therefore needs \(2k_FR\gg1\), and this also justifies the expansion of the logarithm: on the line \(k=k_F+iq\) we have \(|1+ika|\ge k_F|a|\), so \(|f|\le1/k_F\) and \(|w|\le1/(k_FR)^2\). Near a zero of the cosine the correction can be the larger of the two.

## Part (f): weak scatterers

**Question.** When does the tail reduce to a plain \(\cos(2k_FR)\)? Give the energy in that limit for any \(x=2k_FR\).

**Answer.** For \(k_F|a_i|\ll1\) and \(|a_i|\ll R\) we may put \(f_i=-a_i\) and \(\ln D\simeq-a_1a_2e^{2ikR}/R^2\). Then

\[
E_{\rm int}\simeq-\frac{2a_1a_2}{\pi R^2}\int_0^{k_F}2k\sin(2kR)\,dk .
\]

Integration by parts gives

\[
\int_0^{k_F}2k\sin(2kR)\,dk=-\frac{k_F\cos x}{R}+\frac{\sin x}{2R^2}=\frac{\sin x-x\cos x}{2R^2},
\]

and therefore

\[
E_{\rm int}\simeq\frac{a_1a_2}{\pi R^4}\,(x\cos x-\sin x).
\]

For \(x\gg1\) this is \(2k_Fa_1a_2\cos(2k_FR)/(\pi R^3)\), which is the tail of part (e) with \(\sin\delta_i\simeq-k_Fa_i\) and the phase dropped. For \(x\ll1\) the bracket is \(-x^3/3\), so \(E_{\rm int}\simeq-8k_F^3a_1a_2/(3\pi R)\), an attraction between equal scatterers.

## Part (g): numbers

**Question.** Take \(k_F=0.5\ \text{bohr}^{-1}\) and \(a_1=a_2=-1.5\) bohr. Predict the tail, extract it from the full energy integral, and judge from which distance it can be used.

**Answer.** These are round model parameters. We have \(\tan\delta=0.5\times1.5=0.75\), so \(\sin\delta=0.6\) and \(\delta=0.6435\). The predicted amplitude and phase are

\[
\frac{2\times0.36}{\pi\times0.5}=0.4584\ \text{Ry bohr}^3,\qquad 2\delta=1.2870 ,
\]

and the period in \(R\) is \(\pi/k_F=6.283\) bohr.

To extract the tail, the energy integral is evaluated along real energies for \(R\) from 40 to 80 bohr and fitted by

\[
R^3E_{\rm int}=\sum_{j=0}^{2}\frac{c_j\cos(2k_FR)+s_j\sin(2k_FR)}{R^j}.
\]

Because \(\cos(x+\phi)=\cos\phi\cos x-\sin\phi\sin x\), the amplitude is \(\sqrt{c_0^2+s_0^2}\), and the phase is the angle with cosine proportional to \(c_0\) and sine to \(-s_0\). The fit gives \(0.4584\ \text{Ry bohr}^3\) and \(1.2867\). For the unequal pair \(a_1=-1.5\), \(a_2=-0.5\) bohr it gives \(0.1853\ \text{Ry bohr}^3\) and \(0.8883\), against the predicted \(0.1853\) and \(0.8885\).

For the equal pair at \(R=10\) bohr the leading term is

\[
\frac{0.4584}{10^3}\cos(10+1.2870)=458.4\times0.2873\ \mu\text{Ry}=131.7\ \mu\text{Ry}.
\]

The full integral gives \(132.1\ \mu\text{Ry}\), or 1.80 meV. Other distances compare as follows, in \(\mu\)Ry; the last column keeps the amplitude but omits the phase \(2\delta\).

| \(R\) (bohr) | full | leading | two terms | no phase |
|---|---|---|---|---|
| 5 | 3214 | 3667 | 2962 | 1040 |
| 10 | 132.1 | 131.7 | 131.3 | −384.6 |
| 20 | −42.29 | −43.67 | −42.09 | 23.38 |
| 40 | −6.290 | −6.460 | −6.284 | −4.777 |

Relative to the full energy, the leading term is off by 14% at 5 bohr, 3.3% at 20 bohr and 2.7% at 40 bohr. With the second term the errors are 8%, 0.5% and 0.1%. Omitting the phase gives the wrong sign at 10 and 20 bohr.

At 10 bohr the leading term is off by just 0.3%, and the second term makes it slightly worse. This closeness is an accident of the distance: \(\sin(10+4\delta)=\sin(12.574)\) is about \(0.008\), since \(12.574\) lies close to \(4\pi\). The second term nearly vanishes there. The higher-order remainder happens to be small too: its \(R^{-5}\) amplitude, found numerically at large \(R\) to be about \(1.1\ \text{Ry bohr}^5\), would allow about \(11\ \mu\text{Ry}\) at 10 bohr, while the actual remainder is \(0.74\ \mu\text{Ry}\).

The displaced electron number at 5 bohr is also small, \(1.49\times10^{-4}\), both from \(D\) and from the S-matrix eigenphases. To first order in \(w\) it is proportional to \(\sin(2k_FR+2\delta)=\sin(6.287)\), and \(6.287\) lies close to \(2\pi\). The cosine in the leading energy term is correspondingly close to 1 at the same distance.

For this pair the second term has an amplitude \(1/(2k_FR)\) times that of the leading one: 10% at 10 bohr, 5% at 20 bohr and 2.5% at 40 bohr. The leading law is thus good to a few percent of its amplitude from about 20 bohr on, and close to its zeros the second term is needed. The numbers hold for the zero-range model of frozen s-wave scatterers; the finite range of the potentials, which changes the terms beyond the leading one, higher partial waves, self-consistent screening and the interaction between electrons are left out. The numerical check carries out the numerical checks.

## Values computed for the example and the checks

```
Fermi wave number kF = 0.500 1/bohr
Fermi energy = 0.2500 Ry
scattering length of both scatterers = -1.50 bohr
phase shift at kF = 0.64350 rad, sine = 0.6000
oscillation period in R = 6.2832 bohr
lattice test, diagonalization: -0.003252856 hopping units
lattice test, determinant:     -0.003252856 hopping units
interaction part of displaced charge, R = 5 bohr, from D: 0.000149 electrons
same from S-matrix eigenphases: 0.000149 electrons
energies in microRy: full, leading tail, two-term tail, no-phase tail
  R =    5 bohr:   3214.2032   3666.9032   2962.0740   1040.1693
  R =   10 bohr:    132.0917    131.6979    131.3480   -384.6021
  R =   20 bohr:    -42.2887    -43.6688    -42.0920     23.3814
  R =   40 bohr:     -6.2904     -6.4605     -6.2838     -4.7766
full energy at R = 10 bohr = 1.79720 meV
tail fit, a1 = -1.5, a2 = -1.5 bohr, R = 40 to 80 bohr:
  amplitude fitted 0.45837, predicted 0.45837 Ry bohr^3
  phase fitted 1.28667, predicted 1.28700 rad
tail fit, a1 = -1.5, a2 = -0.5 bohr, R = 40 to 80 bohr:
  amplitude fitted 0.18526, predicted 0.18528 Ry bohr^3
  phase fitted 0.88834, predicted 0.88848 rad
one period from R = 200 bohr, largest remainders:
  after one term, times R^4: 0.45475 Ry bohr^4
  after two terms, times R^5: 1.09307 Ry bohr^5
one period from R = 400 bohr, largest remainders:
  after one term, times R^4: 0.45654 Ry bohr^4
  after two terms, times R^5: 1.09823 Ry bohr^5
```
